# Zero In-Plane Stress and Stationary Energy on the Epitaxial Bain Path, part 2

A coherent film on a square substrate has its in-plane edge $a$ prescribed, while its normal edge $c$ relaxes. The resulting sequence of tetragonal states is an epitaxial Bain path. The question is how the energy along this path is related to the stress in the film.

$E(a,c)$ is the static energy per atom, with any internal coordinates relaxed, and subscripts $a$ and $c$ on $E$ denote partial derivatives. The body-centred cell contains two atoms, so the volume per atom is

$$\Omega=\frac{a^2c}{2}. \tag{3}$$

Axis 3 is the normal, and tension is positive. The Cauchy stress $\sigma_{ij}$ is defined by small strains $d\varepsilon_{ij}$ referred to the present lengths:

$$dE=\Omega\sum_{ij}\sigma_{ij}\,d\varepsilon_{ij}. \tag{4}$$

Each state keeps a fourfold axis along the normal. The shear stresses then vanish, $\sigma_{11}=\sigma_{22}\equiv\sigma_\parallel$, and

$$E_a=ac\,\sigma_\parallel,\qquad E_c=\frac{a^2}{2}\,\sigma_{33}. \tag{5}$$

The relaxed branch $c_*(a)$ satisfies $E_c=0$ with $E_{cc}>0$, so $\sigma_{33}=0$ on it. Its slope is

$$c_*'(a)=-\frac{E_{ac}}{E_{cc}}. \tag{7}$$

The path energy is $F(a)=E(a,c_*(a))$. The chain rule gives

$$F'(a)=E_a(a,c_*)+E_c(a,c_*)\,c_*'(a). \tag{9}$$

The second term is zero on the branch. For twice continuously differentiable $E$ and no external normal load, this gives the theorem:

$$\boxed{F'(a)=a\,c_*(a)\,\sigma_\parallel(a).} \tag{8}$$

Hence $F'(a)=0$ exactly where the whole stress tensor is zero, which is also where $E(a,c)$ is stationary. Each stress-free tetragonal state with $E_{cc}>0$ lies on such a path.

The curvature on the branch is

$$F''=E_{aa}-\frac{E_{ac}^2}{E_{cc}}. \tag{12}$$

By Proposition 1, a local minimum of $F$ is a local minimum of $E(a,c)$, and a strict local maximum of $F$ is a saddle point of $E(a,c)$.

The opening example was a film obeying Hooke's law, with elastic constants $C_{ij}$ and a small equal in-plane strain $\varepsilon$. With the normal stress relaxed, it has $\sigma_\parallel=M\varepsilon$, where $M=C_{11}+C_{12}-2C_{13}^2/C_{33}$ is the biaxial modulus.

### Proposition 2: curvature and elastic constants

*At a stress-free state of the path,*

$$F''=c_*M,\qquad M=C_{11}+C_{12}-\frac{2C_{13}^2}{C_{33}}, \tag{13}$$

*where the elastic constants are those of that state, referred to its tetragonal axes and taken with any internal coordinates relaxed.*

**Proof.** At zero stress, Hooke's law for small changes of the edges reads

$$d\sigma_\parallel=(C_{11}+C_{12})\frac{da}{a}+C_{13}\frac{dc}{c},\qquad d\sigma_{33}=2C_{13}\frac{da}{a}+C_{33}\frac{dc}{c}.$$

Differentiate $E_a=ac\,\sigma_\parallel$ and $E_c=a^2\sigma_{33}/2$. Terms in which the prefactor is differentiated are multiplied by a stress and vanish. What remains is

$$E_{aa}=c\,(C_{11}+C_{12}),\qquad E_{ac}=a\,C_{13},\qquad E_{cc}=\frac{a^2}{2c}\,C_{33}.$$

Inserting these into (12) gives

$$F''=c\,(C_{11}+C_{12})-a^2C_{13}^2\,\frac{2c}{a^2C_{33}}=cM. \qquad\square$$

This $M$ is the biaxial modulus of the opening example. To first order about a stress-free state, $\sigma_\parallel=M\,\delta a/a$.

### Proposition 3: the cubic states

*Let the crystal have one atom, all of one kind, at each lattice point, with no order that lowers the lattice symmetry. If its fcc or bcc form is at its own zero-pressure volume and has $E_{cc}>0$, it is a stationary point of a relaxed path.*

**Proof.** The body-centred tetragonal lattice is bcc when $c/a=1$. It is fcc when $c/a=\sqrt2$: the cube edge is then $c$, and $a$ is half of a face diagonal. Cubic symmetry makes the three normal stresses equal and removes the shear stresses, so the stress is a pure pressure. At the stated volume this pressure is zero, and the theorem applies. $\square$

For a cubic state, the tetragonal constants can be written in terms of the cubic constants $C_{11}^{\rm c}$ and $C_{12}^{\rm c}$. The normal is a cube axis, so $C_{33}=C_{11}^{\rm c}$ and $C_{13}=C_{12}^{\rm c}$. An equal stretch of the whole plane looks the same from any pair of in-plane axes, so $C_{11}+C_{12}=C_{11}^{\rm c}+C_{12}^{\rm c}$. Therefore

$$M=\frac{(C_{11}^{\rm c})^2+C_{11}^{\rm c}C_{12}^{\rm c}-2(C_{12}^{\rm c})^2}{C_{11}^{\rm c}}=\frac{(C_{11}^{\rm c}-C_{12}^{\rm c})(C_{11}^{\rm c}+2C_{12}^{\rm c})}{C_{11}^{\rm c}}. \tag{14}$$

If $C_{11}^{\rm c}$ and $C_{11}^{\rm c}+2C_{12}^{\rm c}$ are positive, the sign of $M$ is the sign of $C_{11}^{\rm c}-C_{12}^{\rm c}$. A cubic crystal with $C_{11}^{\rm c}<C_{12}^{\rm c}$ then sits at a maximum of the path.

### Worked example: a model metal

The theorem needs a differentiable energy and makes no use of its origin. A second-moment tight-binding form, with round parameters that represent no particular material, is enough to show it at work:

$$E=A\sum_k e^{-px_k}-\xi\sqrt S,\qquad S=\sum_k e^{-2qx_k},\qquad x_k=\frac{r_k}{r_0}-1.$$

Here $r_k$ is the distance from one atom to its neighbour $k$. The first term is a repulsion and the second a band energy. The parameters are $r_0=0.28$ nm, $A=0.1$ eV, $\xi=1.3$ eV, $p=10$ and $q=2.5$. The list of neighbours is finite and does not change with strain, so the energy is smooth.

A strain changes a bond vector $\mathbf r$ by $dr_i=\sum_j d\varepsilon_{ij}r_j$. From $r\,dr=\sum_i r_i\,dr_i$ the bond length changes by $dr=\sum_{ij}r_ir_j\,d\varepsilon_{ij}/r$. Definition (4) then gives the stress

$$\sigma_{ij}=\frac1\Omega\sum_k g_k\,\frac{r_{k,i}\,r_{k,j}}{r_k},\qquad g_k=\frac{\partial E}{\partial r_k}=-\frac{Ap}{r_0}e^{-px_k}+\frac{\xi q}{r_0\sqrt S}e^{-2qx_k}.$$

The factor 2 in the exponent of $S$ has cancelled the factor $\tfrac12$ from the square root.

The slope was obtained in two ways. In the first, $E$ was minimized over $c$ and the resulting curve was differentiated numerically, without any use of stress. In the second, $c$ was found from $\sigma_{33}=0$ and the product $ac\,\sigma_\parallel$ was formed. Some of the states are listed here.

| $a$ (nm) | $c$ (nm) | $\sigma_\parallel$ (GPa) | $F'$ (eV/nm) |
|---|---|---|---|
| 0.2576 | 0.4327 | −13.428 | −9.341 |
| 0.2880 | 0.3714 | 1.8145 | 1.211 |
| 0.3032 | 0.3346 | 1.0321 | 0.654 |
| 0.3336 | 0.2821 | 3.1464 | 1.848 |

For the second row, 1 GPa is $10^{-18}$ J/nm³, or 6.242 eV/nm³, and

$$ac\,\sigma_\parallel=0.2880\times0.3714\times1.8145\times6.242\ \text{eV/nm}=1.211\ \text{eV/nm}.$$

At the eight states compared, the two slopes differ by at most $3.8\times10^{-8}$ eV/nm. The complete values are in the numerical output.

A search for sign changes between $a=0.2576$ nm and $a=0.3640$ nm found three stationary points of the energy curve and three zeros of the stress. The two sets agree within $1.7\times10^{-9}$ nm. A pair of zeros closer together than the search grid could have escaped.

| State | $a$ (nm) | $c/a$ | Energy above fcc (meV/atom) | $M$ (GPa) |
|---|---|---|---|---|
| fcc, minimum | 0.2781 | 1.4142 | 0 | 84.4 |
| bcc, maximum | 0.3127 | 1.0000 | 26.82 | −15.6 |
| tetragonal, minimum | 0.3175 | 0.9549 | 26.70 | 16.7 |

The fcc state has $C_{11}+C_{12}=227.44$ GPa, $C_{13}=96.70$ GPa and $C_{33}=130.74$ GPa. Equation (13) gives

$$M=227.44-\frac{2\times96.70^2}{130.74}=84.4\ \text{GPa}.$$

With $c=0.3932$ nm, $cM=0.3932\times84.41\times6.242=207.2$ eV/nm². The curvature taken from the energy curve is also 207.2 eV/nm².

The bcc state has $C_{11}^{\rm c}=102.85$ GPa and $C_{12}^{\rm c}=107.90$ GPa. Their difference is $-5.05$ GPa, and (14) explains why this stress-free state is a maximum. By Proposition 1 it is a saddle of $E(a,c)$.

The third state is not fixed by cubic symmetry, but in this model it has to exist. Just above the bcc value of $a$ the slope $F'$ is negative, because bcc is a maximum. At $a=0.3336$ nm the slope is positive. Since $F'$ is continuous, it vanishes in between. The minimum is shallow: it lies 0.12 meV per atom below the bcc state. It is a minimum among tetragonal states only. The calculation keeps the two in-plane edges equal, as a square substrate does, and does not show that a free crystal would be stable there. In this model it is not: the state has $C_{11}-C_{12}\approx-12.7$ GPa, so a free crystal lowers its energy by making the two in-plane edges unequal, and only the square substrate prevents this.

A coherent film reads its stress from the slope. Just above the fcc value of $a$ the film is in tension, and just above the bcc value it is in compression. The sign of the stress therefore depends on which stress-free state is nearby, and comparing $a$ with the fcc value alone does not settle it.

### When the normal stress is not removed

Suppose that the relaxation of $c$ leaves a constant normal stress $t$, and let $c_t(a)$ be the resulting edge. The second term of the chain rule then survives:

$$\frac{d}{da}E(a,c_t(a))=ac_t\,\sigma_\parallel+\frac{a^2}{2}\,t\,c_t'.$$

At a stationary point of this curve,

$$\sigma_\parallel=-\frac{a\,t\,c_t'}{2c_t}. \tag{15}$$

For small $t$ near a stress-free state, $c_t'$ may be replaced by $c_*'$. With the second derivatives found for Proposition 2,

$$c_*'=-\frac{E_{ac}}{E_{cc}}=-\frac{2c\,C_{13}}{a\,C_{33}},\qquad\text{so}\qquad \sigma_\parallel\approx\frac{C_{13}}{C_{33}}\,t.$$

In the model, $t=0.100$ GPa near fcc leaves $\sigma_\parallel=0.0738$ GPa at the energy minimum. The first-order estimate is $0.100\times96.70/130.74=0.0740$ GPa.

The position of the minimum is less sensitive. If $c_t=c_*+\delta$, then to leading order the energy exceeds $F$ by $\tfrac12E_{cc}\delta^2$. Here $\delta$ is proportional to $t$ at each $a$, so the minimum moves by an amount of order $t^2$. An imperfect relaxation can thus give a good in-plane edge $a$ together with a visibly nonzero stress. The normal edge $c$ is still in error to first order in $t$.

### Other paths

On a path of constant volume, $c=2\Omega/a^2$ and $dc/da=-2c/a$. The slope is

$$\frac{dE}{da}=ac\,\sigma_\parallel+\frac{a^2}{2}\sigma_{33}\left(-\frac{2c}{a}\right)=ac\,(\sigma_\parallel-\sigma_{33}).$$

It vanishes when the stress is hydrostatic, which need not mean zero. With the volume held 5 % below that of the fcc state, the model has a stationary point at $a=0.2733$ nm, where both stresses are $-6.34$ GPa.

On a path of constant $c/a$, $dc/da=c/a$, and the slope is $ac\,(\sigma_\parallel+\tfrac12\sigma_{33})$. It vanishes when $2\sigma_\parallel+\sigma_{33}=0$, which is the condition of zero mean stress. Each path has its own meaning of "stationary", and of the paths considered here only the relaxed one ensures that the whole stress vanishes there. At fixed $c$, for example, the slope is also $ac\,\sigma_\parallel$, but a normal stress generally remains at the stationary point.

### Where two branches cross

For a given $a$ the energy may have two minima in $c$, with path energies $F_1(a)$ and $F_2(a)$. The theorem holds on each branch. The lower envelope $\min(F_1,F_2)$, however, can have a kink where the branches cross.

A dimensionless example is the minimum over $y$ of $(y^2-1)^2+xy$. At $x=0$ the two minima are $y=1$ and $y=-1$, with equal energy. On each branch the slope with respect to $x$ is the partial derivative, which is $y$. For $x<0$ the branch near $y=1$ is lower, and for $x>0$ the branch near $y=-1$ is lower. The envelope has slope $+1$ on the left of $x=0$ and $-1$ on the right. It has a maximum there, although neither slope is zero. The numerical slopes are $1.0000$ and $-1.0000$.

On a Bain path, such a maximum separates a film in tension from a film in compression with a different thickness. Neither state is free of stress.

Minima are safe from this exception. At a crossing, the left slope of the envelope is the larger of $F_1'$ and $F_2'$, and the right slope is the smaller. A minimum requires the left slope to be at most zero and the right slope to be at least zero. Both slopes must then vanish, and both states are free of in-plane stress.

A branch can also end, where $E_{cc}$ falls to zero. If $E_{ac}\ne0$ there, $c_*'$ diverges and the branch cannot be continued smoothly through that value of $a$. The theorem holds up to the end point and says nothing about the state to which the crystal then moves.

### Energies and stresses from first principles

The theorem compares an energy with its own strain derivative. In a first-principles calculation, the reported stress may differ from the derivative of the reported energies. With plane waves, for example, the usual analytic stress is the derivative for a fixed set of waves. An energy curve computed at a fixed cutoff energy changes that set as the cell changes, and the two agree when the basis is converged.

Let $c$ be relaxed by minimizing the energy, and let the reported in-plane stress be $\sigma_\parallel+\Delta$, where $\sigma_\parallel=F'/(ac_*)$ is the stress that follows from the energy curve. The reported stress vanishes where $\sigma_\parallel=-\Delta$. Since $\sigma_\parallel=M\,\delta a/a$ to first order, the two zeros are separated by

$$\frac{\delta a}{a}\approx-\frac{\Delta}{M}. \tag{16}$$

If $c$ is relaxed instead with a reported normal stress that is in error by $\Delta_n$, the true normal stress is $-\Delta_n$. Hooke's law then gives $\sigma_\parallel=M\,\delta a/a-C_{13}\Delta_n/C_{33}$, so $\Delta$ in (16) is replaced by $\Delta-C_{13}\Delta_n/C_{33}$. The numbers below are for $c$ relaxed by the energy.

For $\Delta=0.01$ GPa the size of this shift is 0.01 % at the model's fcc state, where $M=84.4$ GPa. It is 0.06 % at the tetragonal minimum, where $M=16.7$ GPa. A soft state needs the more accurate stress. A disagreement between the two zeros that remains after $c$ has been relaxed on a single smooth branch points to an inconsistency between the computed energy and stress, or to a numerical error in one of them.

## Numbers as computed

```
Model: r0 = 0.28 nm, A = 0.1 eV, xi = 1.3 eV, p = 10, q = 2.5
Search window: a = 0.2576 to 0.3640 nm
Path: a (nm), c (nm), in-plane stress (GPa), dF/da from energy, a*c*stress (eV/nm)
  0.2576  0.4327   -13.4280    -9.340827    -9.340827
  0.2728  0.4040    -1.9857    -1.365767    -1.365767
  0.2880  0.3714     1.8145     1.211425     1.211425
  0.3032  0.3346     1.0321     0.653639     0.653639
  0.3184  0.3017     0.0535     0.032104     0.032104
  0.3336  0.2821     3.1464     1.848423     1.848423
  0.3488  0.2716     7.6201     4.506161     4.506161
  0.3640  0.2655    11.0930     6.692259     6.692259
Largest slope difference: 3.8e-08 eV/nm
Stationary points: 3; zero-stress points: 3; largest distance 1.7e-09 nm
Energy of fcc state: -3.57213 eV per atom
Point 1: minimum, a = 0.278050 nm, c = 0.393223 nm, c/a = 1.414214
  energy above fcc = 0.000 meV per atom
  curvature: path 207.1576, Hessian 207.1576 eV/nm^2
  C11+C12 = 227.44, C13 = 96.70, C33 = 130.74, M = 84.41 GPa
Point 2: maximum, a = 0.312681 nm, c = 0.312681 nm, c/a = 1.000000
  energy above fcc = 26.819 meV per atom
  curvature: path -30.5090, Hessian -30.5089 eV/nm^2
  C11+C12 = 210.75, C13 = 107.90, C33 = 102.85, M = -15.63 GPa
Point 3: minimum, a = 0.317540 nm, c = 0.303230 nm, c/a = 0.954937
  energy above fcc = 26.696 meV per atom
  curvature: path 31.6718, Hessian 31.6718 eV/nm^2
  C11+C12 = 212.63, C13 = 104.68, C33 = 111.87, M = 16.73 GPa
Residual normal stress 0.100 GPa near fcc:
  in-plane stress at energy extremum = 0.07381 GPa
  exact relation 0.07381 GPa, first order 0.07396 GPa
Constant volume, 5 % below fcc: extremum at a = 0.273337 nm
  in-plane stress -6.3386 GPa, normal stress -6.3386 GPa
Double-well crossing: left slope 1.0000, right slope -1.0000 (dimensionless)
```
